# Feynman's path-integral upper bound on the Fröhlich polaron ground energy: test program

```python
# Feynman's variational bound for the Froehlich polaron, hbar = m = omega_LO = 1.
# H = p^2/2 + sum a+a + sum (V_k a_k e^{ikx} + h.c.), |V_k|^2 = 2 sqrt2 pi alpha/(Vol k^2).
# Result under test: E_g <= E_F(v,w) = E0 - B - A, E0 = 3(v-w)/2, B = 3(v^2-w^2)/(4v),
# A = alpha/sqrt(pi) int_0^inf e^{-tau} D^{-1/2}, D = [w^2 tau+(v^2-w^2)(1-e^{-v tau})/v]/v^2.
# D is <(x_t-x_s)^2> per component in the trial action
# S0 = int xdot^2/2 + (C/2) int int e^{-w|t-s|}|x_t-x_s|^2, with v^2 = w^2 + 4C/w.
# min E_F -> -alpha - alpha^2/81 (weak), -alpha^2/(3pi) - 3 ln2 - 3/4 (strong).
import numpy as np
import mpmath as mp
import sympy as sp
from numpy.polynomial.legendre import leggauss
from scipy import constants as cst
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar, brentq

pi, ln2, r2 = np.pi, np.log(2.0), np.sqrt(2.0)

def gauss(a, b, n):
    x, w = leggauss(n)
    return 0.5*(b-a)*x + 0.5*(b+a), 0.5*(b-a)*w

# rule for int_0^inf e^{-tau} f(tau) dtau, with tau = u^2
edges = [0, 0.01, 0.03, 0.1, 0.3, 1, 2, 3.5, 6.5]
pan = [gauss(a, b, 40) for a, b in zip(edges[:-1], edges[1:])]
U = np.concatenate([p[0] for p in pan])
TAU = U**2
WT = np.concatenate([p[1] for p in pan])*2*U*np.exp(-TAU)

def D(tau, v, w):
    return (w*w*tau - (v*v-w*w)*np.expm1(-v*tau)/v)/v**2
def A(al, v, w):
    return al/np.sqrt(pi)*np.sum(WT/np.sqrt(D(TAU, v, w)))
def EF(al, v, w):
    return 0.75*(v-w)**2/v - A(al, v, w)

def scan_min(f, grid, tol):
    i = int(np.argmin([f(x) for x in grid]))
    r = minimize_scalar(f, bounds=(grid[max(i-1, 0)], grid[min(i+1, len(grid)-1)]),
                        method='bounded', options={'xatol': tol})
    return r.x, r.fun
TS = np.concatenate([[0.0], np.geomspace(1e-5, 9, 50)])
def best_v(f, w):
    t, e = scan_min(lambda t: f(w*np.exp(t), w), TS, 1e-13)
    return w*np.exp(t), e
def optimize(f, wgrid):
    w, e = scan_min(lambda w: best_v(f, w)[1], wgrid, 1e-9)
    return e, best_v(f, w)[0], w
def feynman(al):
    return optimize(lambda v, w: EF(al, v, w), np.linspace(0.5, 4, 15))

# forced oscillator: Fock-space propagation against the closed exponent
T, nf = 3.0, 30
gam = lambda t: 0.8*np.exp(1.1j*(np.sin(1.3*t) + 0.4*t))
a = np.diag(np.sqrt(np.arange(1, nf)), 1)
num = np.arange(nf)
rhs = lambda t, y: -(num*y + gam(t)*(a @ y) + np.conj(gam(t))*(a.T @ y))
y0 = np.zeros(nf, complex); y0[0] = 1
amp = solve_ivp(rhs, (0, T), y0, method='DOP853', rtol=1e-11, atol=1e-13).y[0, -1]
tt, wt = gauss(0, T, 60); yy, wy = gauss(0, 1, 60)
ss = np.outer(tt, yy)
expo = np.sum((wt*tt*gam(tt))[:, None]*wy*np.conj(gam(ss))*np.exp(ss-tt[:, None]))
assert abs(amp-np.exp(expo)) < 1e-8*abs(amp)
print(f"forced oscillator amplitude: Fock {amp:.6f}, formula {np.exp(expo):.6f}")

# mode sum, Gaussian <1/r>, special integrals, second-order energy
r = 1.7
sinc = quad(lambda k: np.sin(k*r)/(k*r), 0, 1)[0] \
    + quad(lambda k: 1/(k*r), 1, np.inf, weight='sin', wvar=r)[0]
assert abs(r2/pi*sinc - 1/(r2*r)) < 1e-7
d = 0.6
inv = quad(lambda x: 4*pi*x*np.exp(-x*x/(2*d))/(2*pi*d)**1.5, 0, np.inf)[0]
assert abs(inv-np.sqrt(2/(pi*d))) < 1e-9
I2 = float(mp.quad(lambda u: 1/mp.sqrt(-mp.expm1(-u))-1, [0, 1, 10, 80]))
assert abs(I2-2*ln2) < 1e-8
print(f"int[(1-e^-u)^-1/2 - 1]du = {I2:.6f}")
E2 = -r2/pi*quad(lambda k: 1/(1+k*k/2), 0, np.inf)[0]
assert abs(E2-EF(1.0, 2.3, 2.3)) < 1e-9
vv, ww = mp.mpf(50), mp.mpf(1.2)
Amp = mp.quad(lambda t: mp.exp(-t)/mp.sqrt((ww**2*t-(vv**2-ww**2)*mp.expm1(-vv*t)/vv)/vv**2),
              [0, 0.02, 0.2, 2, 50])/mp.sqrt(mp.pi)
assert abs(float(Amp)-A(1.0, 50.0, 1.2)) < 1e-7
lhs, low = 2*np.exp(0)-np.exp(1), np.exp(2*0-1)
assert lhs < low
print(f"signed weights (2,-1), f=(0,1): <e^f> = {lhs:.4f} < e^<f> = {low:.4f}")

# trial action on a time lattice (tolerance set by the O(h^2 v^2) lattice error)
v, w, h = 3.0, 1.5, 0.02
C = w*(v*v-w*w)/4
def lattice(beta):
    n = int(round(beta/h))+1
    t = h*np.arange(n)
    dif = np.diff(np.eye(n), axis=0)
    kin = (dif.T @ dif/h)[1:, 1:]
    K = np.exp(-w*np.abs(t[:, None]-t[None, :]))
    pot = (2*C*h*h*(np.diag(K.sum(1))-K))[1:, 1:]
    G = np.linalg.inv(kin+pot)
    ld = np.linalg.slogdet(kin+pot)[1]-np.linalg.slogdet(kin)[1]
    return 1.5*ld, 1.5*np.sum(pot*G), G
f1, b1, _ = lattice(12.0); f2, b2, G = lattice(20.0)
E0l, Bl = (f2-f1)/8, (b2-b1)/8
E0f, Bf = 1.5*(v-w), 0.75*(v*v-w*w)/v
assert abs(E0l/E0f-1) < 2e-3 and abs(Bl/Bf-1) < 2e-3
print(f"lattice v={v} w={w} h={h}: E0 {E0l:.4f} vs {E0f:.4f}, B {Bl:.4f} vs {Bf:.4f} hw")
for tau in (0.5, 2.0, 5.0):
    i = 400; j = i+int(round(tau/h))
    Dl = G[i, i]+G[j, j]-2*G[i, j]
    assert abs(Dl/D(tau, v, w)-1) < 2e-3
    print(f"  D(tau={tau}): lattice {Dl:.4f}, formula {D(tau, v, w):.4f} l^2")

# 1D electron with two modes +-k at total momentum 0: exact diagonalization
k, beta = 1.5, 4.0
def toy(g, n):
    b = np.diag(np.sqrt(np.arange(1, n)), 1); x = b+b.T; one = np.eye(n)
    n1, n2 = np.divmod(np.arange(n*n), n)
    H = np.diag(0.5*(k*(n1-n2))**2+n1+n2)+g*(np.kron(x, one)+np.kron(one, x))
    return np.linalg.eigh(H)
print(f"two-mode model, k={k} 1/l, beta={beta} 1/hw")
for g in (0.1, 1.0, 2.0):
    ev, vec = toy(g, 26)
    assert abs(ev[0]-toy(g, 22)[0][0]) < 1e-6
    fb = lambda v, w: 0.25*(v-w)**2/v-2*g*g*np.sum(WT*np.exp(-k*k*D(TAU, v, w)/2))
    eb = optimize(fb, np.geomspace(0.1, 30, 15))[0]
    assert ev[0] <= eb+1e-10 and eb <= -2*g*g/(1+k*k/2)+1e-10
    lnZ = np.log(np.sum(vec[0]**2*np.exp(-beta*ev)))
    jen = 2*g*g*quad(lambda u: (beta-u)*np.exp(-u*(1+k*k/2)), 0, beta)[0]
    assert jen <= lnZ <= -beta*ev[0]
    if g == 0.1:
        assert eb-ev[0] < g**3 and lnZ-jen < 0.05*lnZ
        g1 = -1/(1+k*k/2)
        e4 = -4*g1**3+2*g1**2*(-2/(2+2*k*k)-1.0)
        assert abs(ev[0]-2*g*g*g1-g**4*e4) < 10*g**6
    print(f"  g={g}: exact {ev[0]:.6f}, bound {eb:.6f} hw; lnZ {lnZ:.5f} >= {jen:.5f}")

# weak coupling
for w in (1.0, 3.0, 6.0):
    P = 2*(np.sqrt(1+w)-1)/w
    de = 1e-4
    assert abs((A(1, w*(1+de), w)-A(1, w*(1-de), w))/(2*de)-(1-P)) < 1e-6
s = sp.symbols('s', positive=True)
Ps = 2*(s-1)/(s**2-1)
fs = sp.simplify((1-Ps)**2/(3*(s**2-1)))
assert sp.solve(sp.diff(fs, s), s) == [2] and fs.subs(s, 2) == sp.Rational(1, 81)
ea, va, wa = feynman(0.02); eb, _, _ = feynman(0.04)
cw = 2*(-(ea+0.02)/0.02**2)+(eb+0.04)/0.04**2
assert abs(cw-1/81) < 1e-6 and abs(wa-3) < 0.02 and abs((va/wa-1)/0.02-2/27) < 1e-3
print(f"weak: alpha^2 coeff extrapolated {cw:.7f}, 1/81 = {1/81:.7f}")
print(f"  alpha=0.02: w {wa:.4f}, (v/w-1)/alpha {(va/wa-1)/0.02:.5f}, 2/27 = {2/27:.5f}")

# strong coupling
for w in (0.5, 2.0):
    c = [(A(1, x, w)/np.sqrt(x/pi)-1)*x for x in (1000.0, 2000.0)]
    assert abs(2*c[1]-c[0]-(2*ln2-w*w/2)) < 2e-4
for w in (0.3, 2.0):   # tolerance covers the O(1/v) remainder
    e = best_v(lambda v, w: EF(80.0, v, w), w)[1]+6400/(3*pi)
    assert abs(e-(-3*ln2-1.5*w+0.75*w*w)) < 0.05
e40 = feynman(40.0)[0]+1600/(3*pi)
e80, v80, w80 = feynman(80.0); e80 += 6400/(3*pi)
cs, dv = (4*e80-e40)/3, v80-4*6400/(9*pi)
assert abs(cs+3*ln2+0.75) < 1e-4 and abs(w80-1) < 0.01 and abs(dv+4*ln2-1) < 0.05
print(f"strong: E+alpha^2/3pi = {e40:.5f} (40), {e80:.5f} (80), extrap {cs:.5f} hw")
print(f"  -3ln2-3/4 = {-3*ln2-0.75:.5f} hw; 3ln2 = {3*ln2:.5f}; 1/(3pi) = {1/(3*pi):.6f}")
print(f"  alpha=80: w {w80:.4f}, v-v0 {dv:.4f}, 1-4ln2 = {1-4*ln2:.4f}")

# exact alpha^2 coefficient from fourth-order perturbation theory, k = sqrt2 tan(theta)
def fourth(n):
    th, wq = gauss(0, pi/2, n); q = r2*np.tan(th)
    rain = -2/pi*np.sum(wq*r2*np.cos(th)**2*np.arctan(q/2)/q)
    qq = np.outer(q, q)
    L = np.log1p(2*qq/(2+(q[:, None]-q[None, :])**2/2))/(2*qq)
    return rain, -4/pi**2*(wq @ L @ wq)
rain, cross = fourth(800)
c4 = 0.5+rain+cross
assert abs(sum(fourth(400))-rain-cross) < 1e-5 and c4 < -1/81
assert abs(c4+np.log(1+3*r2/4)-r2/2) < 1e-5
print(f"exact alpha^2 term: 0.5 {rain:+.5f} (rainbow) {cross:+.5f} (crossed) = {c4:.5f}")

# Pekar functional at alpha = 1 in s Gaussians
def pekar_ints(z):
    p = z[:, None]+z[None, :]
    nn = np.outer((2*z/pi)**0.75, (2*z/pi)**0.75)
    S = nn*(pi/p)**1.5
    q = p.ravel(); m = nn.ravel()
    R = np.outer(m/q, m/q)*2*pi**2.5/np.sqrt(q[:, None]+q[None, :])
    return S, 3*np.outer(z, z)/p*S, R
def one_gauss(z):
    _, t, R = pekar_ints(np.array([z]))
    return t[0, 0]-R[0, 0]/r2
eg = minimize_scalar(one_gauss, bounds=(0.01, 0.5), method='bounded', options={'xatol': 1e-10})
assert abs(eg.fun+1/(3*pi)) < 1e-9 and abs(2*eg.x-4/(9*pi)) < 1e-6
S, Tk, R = pekar_ints(0.005*2.0**np.arange(10))
c = np.zeros(10); c[4] = 1
for _ in range(500):
    J = (R @ np.outer(c, c).ravel()).reshape(10, 10)
    c = eigh(Tk-r2*J, S)[1][:, 0]
rho = np.outer(c, c).ravel()
tk = c @ Tk @ c; cp = tk-rho @ R @ rho/r2
assert abs(tk+cp) < 1e-4 and cp < -1/(3*pi)-1e-3
ax = brentq(lambda x: feynman(x)[0]-cp*x*x, 20, 60, xtol=1e-4)
print(f"Pekar alpha^2 coeff: one Gaussian {eg.fun:.6f}, ten Gaussians {cp:.6f}")
print(f"Pekar lies below Feynman for alpha > {ax:.1f}")

weak = lambda x: -x-x*x/81
strong = lambda x: -x*x/(3*pi)-3*ln2-0.75
print("alpha   v   w   E_F   weak   strong   Pekar  (energies in hw)")
for al in (1.0, 3.0, 5.0, 7.0, 10.0, 20.0):
    e, v, w = feynman(al)
    assert e < -al
    print(f"{al:4.0f} {v:8.4f} {w:7.4f} {e:9.4f} {weak(al):9.4f} {strong(al):9.4f} {cp*al*al:9.4f}")

# worked example with round model parameters
mr, hw_meV, einf, es = 0.5, 25.0, 4.0, 20.0
m, hw = mr*cst.m_e, hw_meV*1e-3*cst.e
pe = 1/einf-1/es
al = cst.e**2/(4*pi*cst.epsilon_0*cst.hbar)*np.sqrt(m/(2*hw))*pe
ell = cst.hbar/np.sqrt(m*hw)
Ry = cst.physical_constants['Rydberg constant times hc in eV'][0]
assert abs(al-pe*np.sqrt(mr*Ry/(hw_meV*1e-3))) < 1e-7
e, v, w = feynman(al)
E0, B, Av = 1.5*(v-w), 0.75*(v*v-w*w)/v, A(al, v, w)
assert e < -al and e < cp*al*al
print(f"example: m = {mr} m_e, hw = {hw_meV} meV, eps_inf = {einf}, eps_s = {es}")
print(f"  1/eps_inf-1/eps_s = {pe:.3f}, alpha = {al:.4f}")
print(f"  length unit l = hbar/sqrt(m hw) = {ell*1e10:.2f} angstrom")
print(f"  v = {v:.4f}, w = {w:.4f} (omega_LO), C = {w*(v*v-w*w)/4:.4f}, M = {v*v/(w*w)-1:.4f} m")
print(f"  E0 = {E0:.4f}, B = {B:.4f}, E0-B = {E0-B:.4f}, A = {Av:.4f} hw")
print(f"  E_F = {e:.4f} hw = {e*hw_meV:.2f} meV")
print(f"  -alpha = {-al:.4f}, weak = {weak(al):.4f}, strong = {strong(al):.4f} hw")
print(f"  Pekar = {cp*al*al:.4f} hw")
print("all assertions hold")
```

It prints:

```
forced oscillator amplitude: Fock 3.125926+0.155571j, formula 3.125926+0.155571j
int[(1-e^-u)^-1/2 - 1]du = 1.386294
signed weights (2,-1), f=(0,1): <e^f> = -0.7183 < e^<f> = 0.3679
lattice v=3.0 w=1.5 h=0.02: E0 2.2495 vs 2.2500, B 1.6868 vs 1.6875 hw
  D(tau=0.5): lattice 0.3191, formula 0.3192 l^2
  D(tau=2.0): lattice 0.7493, formula 0.7494 l^2
  D(tau=5.0): lattice 1.4999, formula 1.5000 l^2
two-mode model, k=1.5 1/l, beta=4.0 1/hw
  g=0.1: exact -0.009428, bound -0.009423 hw; lnZ 0.03325 >= 0.03322
  g=1.0: exact -1.110061, bound -1.099792 hw; lnZ 3.65952 >= 3.32189
  g=2.0: exact -5.620604, bound -5.619179 hw; lnZ 17.14913 >= 13.28756
weak: alpha^2 coeff extrapolated 0.0123456, 1/81 = 0.0123457
  alpha=0.02: w 2.9975, (v/w-1)/alpha 0.07424, 2/27 = 0.07407
strong: E+alpha^2/3pi = -2.83249 (40), -2.83020 (80), extrap -2.82944 hw
  -3ln2-3/4 = -2.82944 hw; 3ln2 = 2.07944; 1/(3pi) = 0.106103
  alpha=80: w 1.0023, v-v0 -1.7720, 1-4ln2 = -1.7726
exact alpha^2 term: 0.5 -0.32769 (rainbow) -0.18823 (crossed) = -0.01592
Pekar alpha^2 coeff: one Gaussian -0.106103, ten Gaussians -0.108513
Pekar lies below Feynman for alpha > 34.3
alpha   v   w   E_F   weak   strong   Pekar  (energies in hw)
   1   3.1096  2.8707   -1.0130   -1.0123   -2.9355   -0.1085
   3   3.4213  2.5603   -3.1333   -3.1111   -3.7844   -0.9766
   5   4.0343  2.1400   -5.4401   -5.3086   -5.4820   -2.7128
   7   5.8099  1.6037   -8.1127   -7.6049   -8.0285   -5.3171
  10  12.4749  1.2092  -13.4904  -11.2346  -13.4398  -10.8513
  20  54.8267  1.0403  -45.2831  -24.9383  -45.2708  -43.4051
example: m = 0.5 m_e, hw = 25.0 meV, eps_inf = 4.0, eps_s = 20.0
  1/eps_inf-1/eps_s = 0.200, alpha = 3.2992
  length unit l = hbar/sqrt(m hw) = 24.69 angstrom
  v = 3.4852, w = 2.5059 (omega_LO), C = 3.6756, M = 0.9343 m
  E0 = 1.4689, B = 1.2626, E0-B = 0.2064, A = 3.6704 hw
  E_F = -3.4641 hw = -86.60 meV
  -alpha = -3.2992, weak = -3.4336, strong = -3.9843 hw
  Pekar = -1.1811 hw
all assertions hold
```
